\section*{Fractional-spin constancy and the flat-plane energy of the hydrogen atom, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Guided problem: fractional spins, fractional charges and the energy surface of the hydrogen atom}

Hartree atomic units are used throughout. Electrons move in a spin-independent potential $v(\mathbf r)$ with fixed nuclei, no magnetic field and no spin-orbit term:
\begin{equation}
\hat H=\hat T+\hat W+\hat V,\qquad \hat W=\sum_{i<j}\frac1{r_{ij}},\qquad \hat V=\sum_i v(\mathbf r_i).
\end{equation}
$E_0(N)$ is the infimum of the spectrum of $\hat H$ on antisymmetric $N$-electron functions, with $E_0(0)=0$. The collinear spin densities are $\rho_\alpha,\rho_\beta$, with $\rho=\rho_\alpha+\rho_\beta$, $m=\rho_\alpha-\rho_\beta$ and $n_\sigma=\int\rho_\sigma$. The exact functional is the constrained search over density operators,
\begin{equation}
F[\rho_\alpha,\rho_\beta]=\inf_{\Gamma\to\rho_\alpha,\rho_\beta}\mathrm{Tr}\,\Gamma(\hat T+\hat W),\qquad
E_v[\rho_\alpha,\rho_\beta]=F[\rho_\alpha,\rho_\beta]+\int v\rho ,
\label{eq:F}
\end{equation}
with $\Gamma\ge0$ and $\mathrm{Tr}\,\Gamma=1$. In the canonical version $\Gamma$ acts on the $N$-electron space; in the Fock-space version it mixes electron numbers, so that $n_\sigma$ may be any nonnegative real number. Since $\mathrm{Tr}\,\Gamma\hat V=\int v\rho$ for every admissible $\Gamma$, $E_v$ is the infimum of $\mathrm{Tr}\,\Gamma\hat H$ over the same set. The search over pure states is a different functional and is not treated. All numbers come from the numerical check, except the basis-set shifts and the lithium ratio quoted as caveats.

\section*{Part (a): the densities of a multiplet}

Let $|S,M\rangle$, $M=-S,\dots,S$, $S>0$, be one spin multiplet of eigenstates of $\hat H$. How do the energy, the total density $\rho_M$ and the spin density $m_M$ depend on $M$? Which densities can an arbitrary density operator built on the multiplet produce?

\subsection*{Solution}

The ladder operators $S_\pm=\sum_i s_{\pm,i}$ act as
\begin{equation}
S_+|M\rangle=\sqrt{a_M}\,|M+1\rangle,\qquad S_-|M\rangle=\sqrt{b_M}\,|M-1\rangle,
\end{equation}
with $a_M=S(S+1)-M(M+1)$ and $b_M=S(S+1)-M(M-1)$, so that $S_-S_+|M\rangle=a_M|M\rangle$ and $S_+S_-|M\rangle=b_M|M\rangle$. Let $\hat A$ contain no spin operator, so that it commutes with $S_\pm$. Because $\langle M|S_-=(S_+|M\rangle)^\dagger$,
\begin{equation}
a_M\langle M+1|\hat A|M+1\rangle=\langle M|S_-\hat AS_+|M\rangle=\langle M|\hat AS_-S_+|M\rangle=a_M\langle M|\hat A|M\rangle .
\end{equation}
For $M<S$ the factor $a_M$ is positive and cancels. The choice $\hat A=\hat H$ shows that all members have one energy, and $\hat A=\hat\rho(\mathbf r)=\sum_i\delta(\mathbf r-\mathbf r_i)$ shows that $\rho_M=\rho$ for all $M$.

The spin density operator is $\hat m(\mathbf r)=2\sum_i\delta(\mathbf r-\mathbf r_i)s_{z,i}$; define also $\hat m_+=2\sum_i\delta(\mathbf r-\mathbf r_i)s_{+,i}$. Spins of different electrons commute, and for one electron $[s_+,s_z]=-s_+$ and $[s_-,s_+]=-2s_z$. Hence $[S_+,\hat m]=-\hat m_+$ and $[S_-,\hat m_+]=-2\hat m$, which combine to
\begin{equation}
2\hat m=[S_-,[S_+,\hat m]]=S_-S_+\hat m-S_-\hat mS_+-S_+\hat mS_-+\hat mS_+S_- .
\end{equation}
The expectation values of the four terms in $|M\rangle$ are $a_Mm_M$, $-a_Mm_{M+1}$, $-b_Mm_{M-1}$ and $b_Mm_M$, so at every point $\mathbf r$
\begin{equation}
a_M(m_M-m_{M+1})+b_M(m_M-m_{M-1})=2m_M .
\label{eq:rec}
\end{equation}
At $M=S$, $a_S=0$ and $b_S=2S$, which fixes $m_{S-1}$ from $m_S$. For every $M>-S$ the coefficient $b_M$ is positive, so \eqref{eq:rec} fixes $m_{M-1}$ from $m_M$ and $m_{M+1}$, and the solution with given $m_S$ is unique. The trial $m_M=cM$ gives $-ca_M+cb_M=2cM$ on the left, equal to the right side. Therefore
\begin{equation}
m_M(\mathbf r)=\frac MS\,m_S(\mathbf r).
\end{equation}

A general operator on the multiplet is $\Gamma=\sum_{MM'}\Gamma_{MM'}|M\rangle\langle M'|$. The operators $\hat\rho_\sigma=(\hat\rho\pm\hat m)/2$ commute with $S_z$, so $0=\langle M'|[S_z,\hat\rho_\sigma]|M\rangle=(M'-M)\langle M'|\hat\rho_\sigma|M\rangle$, and only the diagonal weights $C_M=\Gamma_{MM}$ enter the collinear densities:
\begin{equation}
\rho_{\alpha,\beta}^{\gamma}=\tfrac12\left(\rho\pm\gamma\,m_S\right),\qquad \gamma=\frac1S\sum_MC_MM\in[-1,1].
\label{eq:segment}
\end{equation}
All ensembles of the multiplet map onto one straight segment in density space, labelled by the single number $\gamma$.

The nitrogen atom illustrates this. With a frozen $1s$ core and full configuration interaction for the five valence electrons in the 6-31G basis, the Hamiltonian stays spin-free, and the program diagonalizes each $M$ sector separately. The sectors $M=\pm\frac32,\pm\frac12$ share the lowest energy $-54.418999$~Ha, while $M=\frac52$ lies at $-53.353598$~Ha, which identifies the ground multiplet as $S=\frac32$. The moment $\int m\,r^2$ is $7.304980$~bohr$^2$ for $M=\frac32$; one third of it is $2.434993$~bohr$^2$, the value found for $M=\frac12$. The program asserts both density relations for the full one-particle density matrices. The relations hold in any basis, but the values are not converged: in 6-31+G and cc-pVDZ the energy is $-54.422$ and $-54.479$~Ha and the moment is $7.55$ and $7.29$~bohr$^2$.

\section*{Part (b): the exact functional on and beyond the segment}

Let the multiplet be a ground multiplet with energy $E_0=E_0(N)$. Evaluate $E_v$ and $F$ on the segment \eqref{eq:segment}, in the canonical and in the Fock-space version. What can be said for $\gamma>1$?

\subsection*{Solution}

The ensemble $\Gamma_C=\sum_MC_M|M\rangle\langle M|$ yields the densities \eqref{eq:segment} and is therefore admissible in either search. Its energy is $\sum_MC_ME_0=E_0$, so $E_v\le E_0$. In the canonical version every admissible $\Gamma$ is a mixture of $N$-electron states, each with energy at least $E_0$, so $E_v\ge E_0$. Together,
\begin{equation}
E_v\Big[\sum_MC_M\rho_\alpha^M,\sum_MC_M\rho_\beta^M\Big]=E_0\quad\text{for all } C_M\ge0,\ \sum_MC_M=1 .
\label{eq:const}
\end{equation}
This is the fractional-spin constancy condition. Since $\rho$ does not change along the segment, neither does $\int v\rho$, and $F$ itself is constant there. With $F=T_s+E_{\rm H}+E_{xc}$ and the Hartree energy $E_{\rm H}$ depending on $\rho$ alone, the sum $T_s+E_{xc}$ is independent of $\gamma$.

In Fock space the competitors include mixtures of other electron numbers with mean $N$. As $\hat H$ conserves the electron number, $\mathrm{Tr}\,\Gamma\hat H\ge\sum_{N'}p_{N'}E_0(N')$, where $p_{N'}$ is the weight of $\Gamma$ in the $N'$-electron space. The lower bound survives if a supporting line exists, that is a slope $\mu$ with $E_0(N')\ge E_0(N)+\mu(N'-N)$ for all $N'$. Then
\begin{equation}
\mathrm{Tr}\,\Gamma\hat H\ge E_0(N)+\mu\Big(\sum_{N'}p_{N'}N'-N\Big)=E_0(N).
\end{equation}
The Fock-space form of \eqref{eq:const} is thus guaranteed when the point $(N,E_0(N))$ lies on the lower convex hull of all the points $(N',E_0(N'))$; part (e) shows that it can fail otherwise.

For $\gamma>1$, in the canonical version, let $p_M$ be the weight of $\Gamma$ in the sector $S_z=M$ and $P=\sum_{M>S}p_M$. The constraint is $\sum_Mp_MM=\frac12\int m=\gamma S$. No sector has $M>N/2$, so $\gamma S\le(1-P)S+PN/2$. Let $\Delta$ be the lowest energy of the sectors $M>S$, measured from $E_0$. For $S=N/2$ no admissible $\Gamma$ exists when $\gamma>1$. For $S<N/2$ the inequality gives $P\ge(\gamma-1)S/(N/2-S)$. Because $\hat H$ conserves $S_z$, the energy is at least $E_0+P\Delta$, and
\begin{equation}
E_v-E_0\ge\frac{(\gamma-1)S}{N/2-S}\,\Delta .
\label{eq:beyond}
\end{equation}
The flat segment ends at $\gamma=1$ whenever $\Delta>0$, and by spin reversal also at $\gamma=-1$. The bound has content only while $\rho-\gamma m_S\ge0$ everywhere; otherwise no admissible $\Gamma$ exists even for $S<N/2$. This can happen in atoms whose outer density is almost fully polarized: in lithium (full configuration interaction, cc-pVDZ) the ratio $\rho_\beta/m_S$ of the $M=S$ state is $0.0007$ at $r=3$~bohr, so the continued $\beta$ density $\rho_\beta-\frac12(\gamma-1)m_S$ is negative there at $\gamma=1.1$.

Without a spin-free Hamiltonian the condition is no longer guaranteed. A Zeeman term $BS_z$ turns the right side of \eqref{eq:const} into $E_0+B\gamma S$, and spin-orbit coupling destroys $[\hat H,S_\pm]=0$, on which part (a) rests.

An independent evaluation of $F$ is possible in a finite model. For arbitrary potentials $u_\sigma$ and any admissible $\Gamma$, $\mathrm{Tr}\,\Gamma(\hat T+\hat W)+\sum_\sigma\int u_\sigma\rho_\sigma\ge E_0[u_\alpha,u_\beta]$, so $E_0[u]-\sum_\sigma\int u_\sigma\rho_\sigma$ is a lower bound on $F$, while any admissible $\Gamma$ gives an upper bound. The program takes a Hubbard star, one central site coupled to three outer sites, with four electrons, hopping $t=1$~Ha, repulsion $U=4$~Ha and site energies $(0,-0.3,0.1,0.4)$~Ha. The ground level is a triplet at $-1.434308$~Ha, the next level is at $-1.103638$~Ha. Starting from $u=0$, it adjusts $u_\sigma$ until a low-temperature canonical Gibbs state has the target densities, and evaluates both bounds. For the weights $(C_1,C_0,C_{-1})=(0.5,0.3,0.2)$ it finds $-1.434348\le E_v\le-1.434308$~Ha, and for $(0.1,0.1,0.8)$ it finds $-1.434357\le E_v\le-1.434308$~Ha. At $\gamma=1.1$, with $S=1$, $N=4$ and the $M=2$ level at $0.200000$~Ha, the bound \eqref{eq:beyond} is $0.1\times(0.200000+1.434308)=0.1634$~Ha, while the computed upper bound on the excess is $0.1886$~Ha; the program asserts that the computed lower bound lies within $10^{-3}$~Ha of this, so the excess lies above the bound \eqref{eq:beyond}.

\section*{Part (c): the energies of hydrogen with $N$ electrons}

Take $v=-Z/r$ with $Z=1$, and write $E_1=E_0(1)=-\frac12$, $E_2=E_0(2)$. Place $E_2$ relative to $E_1$ and $2E_1$, and find $E_0(N)$ for $N\ge3$. One theorem of spectral theory may be used as an input: if $E_0(N)<E_0(N-1)$, then $E_0(N)$ is an eigenvalue (the HVZ theorem) and its eigenfunction decays exponentially.

\subsection*{Solution}

Lower bound. Each one-electron operator $-\frac12\nabla_i^2-1/r_i$ is bounded below by $E_1$, and $\hat W\ge0$, so
\begin{equation}
E_0(N)\ge NE_1 .
\label{eq:lowN}
\end{equation}

Binding of the second electron. A trial function below $E_1$ is needed. Let $s=r_1+r_2$, $t=r_1-r_2$, $u=r_{12}$, and take a spin singlet times $\psi(s,t,u)$ even in $t$. With $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ one has $u\,du=-r_1r_2\,d\cos\theta$, so the volume element $4\pi r_1^2dr_1\,2\pi r_2^2dr_2\,d\cos\theta$ becomes $8\pi^2r_1r_2u\,dr_1dr_2du$. With $r_1r_2=(s^2-t^2)/4$ and $dr_1dr_2=\frac12ds\,dt$ it equals $\pi^2u(s^2-t^2)\,ds\,dt\,du$ on $|t|\le u\le s$. The gradients are $\nabla_1\psi=(\psi_s+\psi_t)\hat{\mathbf r}_1+\psi_u\hat{\mathbf u}$ and $\nabla_2\psi=(\psi_s-\psi_t)\hat{\mathbf r}_2-\psi_u\hat{\mathbf u}$, with $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$. The law of cosines, with $r_1^2-r_2^2=st$, gives
\begin{equation}
\hat{\mathbf r}_1\cdot\hat{\mathbf u}=\frac{u^2+st}{(s+t)u},\qquad -\hat{\mathbf r}_2\cdot\hat{\mathbf u}=\frac{u^2-st}{(s-t)u}.
\end{equation}
In $\frac12(|\nabla_1\psi|^2+|\nabla_2\psi|^2)$ the squares give $\psi_s^2+\psi_t^2+\psi_u^2$. Over the common denominator $u(s^2-t^2)$ the coefficient of $\psi_u\psi_s$ is $(u^2+st)(s-t)+(u^2-st)(s+t)=2s(u^2-t^2)$, and that of $\psi_u\psi_t$ is $(u^2+st)(s-t)-(u^2-st)(s+t)=2t(s^2-u^2)$. The potential is $-4Zs/(s^2-t^2)+1/u$. With $w=u(s^2-t^2)$ the energy is
\begin{equation}
E[\psi]=\frac{\int\{w(\psi_s^2+\psi_t^2+\psi_u^2)+2\psi_u[s(u^2-t^2)\psi_s+t(s^2-u^2)\psi_t]-(4Zsu-s^2+t^2)\psi^2\}}{\int w\,\psi^2}.
\end{equation}
The Hylleraas basis $s^at^bu^ce^{-ks/2}$, $b$ even, $a+b+c\le\omega$, reduces all integrals to factorials; the scale $k$ is optimized at each order. The single term $\omega=0$ gives $-0.472656$~Ha and does not bind; the seven terms of $\omega=2$ give $-0.526594$~Ha, below $E_1$. Hence $2E_1\le E_2<E_1$. The orders 7 and 8 give $-0.527748$ and $-0.527750$~Ha. These are upper bounds; their difference of $2\times10^{-6}$~Ha supports $E_2\approx-0.52775$~Ha as the estimate used below. Full configuration interaction in the aug-cc-pVTZ basis, which is also an upper bound, gives $-0.526562$~Ha, slightly above.

Monotonicity. Take an $(N-1)$-electron trial state of compact support with energy within $\epsilon$ of $E_0(N-1)$, and add an electron in an orbital of width $L$ whose support is at distance at least $d$ from it. Disjoint supports remove overlap and exchange terms. The added energy is a kinetic term proportional to $L^{-2}$, a negative attraction and a repulsion of at most $(N-1)/d$. Letting $L,d\to\infty$ and $\epsilon\to0$ gives $E_0(N)\le E_0(N-1)$.

No third electron. Suppose $E_0(N)<E_0(N-1)$, with normalized eigenfunction $\Psi$. Split off electron $j$:
\begin{equation}
\hat H_N=\hat H^{(j)}_{N-1}-\tfrac12\nabla_j^2-\frac Z{r_j}+\sum_{i\ne j}\frac1{r_{ij}},
\end{equation}
and evaluate $0=\mathrm{Re}\langle r_j\Psi|\hat H_N-E_0(N)|\Psi\rangle$ term by term; the decay of $\Psi$ makes each term finite and removes surface terms at infinity. First, $r_j$ commutes with $\hat H^{(j)}_{N-1}$, and for fixed coordinates of electron $j$ the function $r_j^{1/2}\Psi$ is antisymmetric in the other electrons, so this term is at least $E_0(N-1)\langle r_j\rangle$. Second, in the variable $\mathbf r=\mathbf r_j$, integration by parts with $\nabla r=\hat{\mathbf r}$ and $\nabla\cdot\hat{\mathbf r}=2/r$ gives
\begin{equation}
\mathrm{Re}\int\psi^*\hat{\mathbf r}\cdot\nabla\psi=\tfrac12\int\hat{\mathbf r}\cdot\nabla|\psi|^2=-\int\frac{|\psi|^2}r ,
\end{equation}
\begin{equation}
\mathrm{Re}\int r\psi^*(-\nabla^2\psi)=\int r|\nabla\psi|^2+\mathrm{Re}\int\psi^*\hat{\mathbf r}\cdot\nabla\psi=\int r|\nabla\psi|^2-\int\frac{|\psi|^2}r .
\end{equation}
The last expression is nonnegative, because it equals the integral of a square:
\begin{equation}
\int r\Big|\nabla\psi+\frac{\hat{\mathbf r}}r\psi\Big|^2=\int r|\nabla\psi|^2-2\int\frac{|\psi|^2}r+\int\frac{|\psi|^2}r .
\end{equation}
(The program checks the integration-by-parts identity for $\mathrm{Re}\int r\psi^*(-\nabla^2\psi)$ and its sign by quadrature for $\psi=r^pe^{-r}$; the ratio of $\int r|\nabla\psi|^2$ to $\int|\psi|^2/r$ is $2.0$, $1.5$ and $1.3$ for $p=1$, $0$ and $-0.4$.) Third, the attraction gives $-Z$. Dropping the kinetic term and summing over $j$,
\begin{equation}
NZ\ge[E_0(N-1)-E_0(N)]\sum_j\langle r_j\rangle+\sum_{i<j}\Big\langle\frac{r_i+r_j}{r_{ij}}\Big\rangle>\frac{N(N-1)}2 ,
\end{equation}
since the first term is positive and $r_i+r_j\ge r_{ij}$ for each of the $N(N-1)/2$ pairs. This is Lieb's bound $N<2Z+1$. For $Z=1$ it excludes every $N\ge3$, so the supposition is false there, and with monotonicity
\begin{equation}
E_0(N)=E_2\qquad(N\ge3).
\label{eq:N3}
\end{equation}

We have shown that the exact energy is constant over the ensemble densities of a ground multiplet, in Fock space provided a supporting line exists, and that for hydrogen $2E_1\le E_2<E_1$ and $E_0(N)=E_2$ for $N\ge3$. It remains to find the hydrogen energy on the unit square of $(n_\alpha,n_\beta)$, to test the need for the convexity premise, and to draw the consequences for exchange-correlation, stretched H$_2$, Hartree-Fock and PBE.
